# Duration of transient enhanced diffusion with a perfect surface sink: a numerical check

```python
"""Duration of transient enhanced diffusion with a perfect surface sink.

Result under test: tau = Q R / (D dC), where
  Q  = excess interstitial dose stored in a plane of clusters,
  R  = depth of that plane, D = diffusivity of free interstitials,
  dC = excess free concentration held at the plane while clusters remain.
tau is the time integral of the excess at the plane, divided by dC.
The cluster lifetime is shorter, by an amount set by q = Q/(dC R).
The simulation uses depth in units of R, time in R^2/D, excess in dC.
Marker dopant: dA/dt = kappa d2(u A)/dx2, with u the scaled excess and
kappa = D_A dC/(C_eq D); only the excess part of its diffusion is followed.
"""
import numpy as np
from scipy.linalg import solve_banded
from scipy.optimize import brentq

# Finite-volume grid: uniform near the surface, stretched in the substrate
H = 0.05
N_UNIFORM = 120
gaps = np.concatenate([np.full(N_UNIFORM, H),
                       H * 1.05 ** np.arange(1, 331)])
depth = np.cumsum(gaps)
g_left = 1.0 / gaps
g_right = np.append(g_left[1:], 0.0)
width = 0.5 * (gaps + np.append(gaps[1:], 0.0))
PLANE = int(np.argmin(abs(depth - 1.0)))
MARKER = int(np.argmin(abs(depth - 3.0)))
T_END = 1.0e10


def diffuse(u, dt, hold=False, source=0.0):
    """One implicit step; returns the new excess and the dose released."""
    bands = np.zeros((3, len(u)))
    bands[0, 1:] = -dt * g_right[:-1]
    bands[1] = width + dt * (g_left + g_right)
    bands[2, :-1] = -dt * g_left[1:]
    rhs = width * u
    rhs[PLANE] += source
    if hold:
        bands[0, PLANE + 1] = 0.0
        bands[1, PLANE] = 1.0
        bands[2, PLANE - 1] = 0.0
        rhs[PLANE] = 1.0
    new = solve_banded((1, 1), bands, rhs)
    if hold:
        source = (width[PLANE] * (new[PLANE] - u[PLANE])
                  + dt * g_left[PLANE] * (new[PLANE] - new[PLANE - 1])
                  + dt * g_right[PLANE] * (new[PLANE] - new[PLANE + 1]))
    return new, source


def spread_marker(a, u, dt, kappa):
    """One implicit step of the dopant marker on the uniform grid."""
    r = kappa * dt * u[:N_UNIFORM] / H**2
    bands = np.zeros((3, N_UNIFORM))
    bands[0, 1:] = -r[1:]
    bands[1] = 1.0 + 2.0 * r
    bands[2, :-1] = -r[:-1]
    return solve_banded((1, 1), bands, a)


def simulate(q, kappa=0.0, release_rate=None):
    """Clusters hold u=1 until exhausted, or release at a first-order rate."""
    u = np.zeros(len(depth))
    integral = np.zeros(len(depth))
    marker = np.zeros(N_UNIFORM)
    marker[MARKER] = 1.0
    t = t_event = released = 0.0
    life = inventory = None
    tail_t, tail_u = [], []
    while t < T_END:
        dt = 1.0e-3 + 0.01 * (t - t_event)
        if release_rate is None and life is None:
            new, out = diffuse(u, dt, hold=True)
            if released + out >= q:
                dt = brentq(lambda d: released
                            + diffuse(u, d, hold=True)[1] - q, 1e-12, dt)
                new, out = diffuse(u, dt, hold=True)
                life = t_event = t + dt
                inventory = np.sum(width * new)
            released += out
        else:
            source = 0.0
            if release_rate is not None:
                source = q * (np.exp(-release_rate * t)
                              - np.exp(-release_rate * (t + dt)))
            new, _ = diffuse(u, dt, source=source)
            if life is not None:
                tail_t.append(t + dt - life)
                tail_u.append(new[PLANE])
        u = new
        t += dt
        integral += dt * u
        if kappa > 0.0:
            marker = spread_marker(marker, u, dt, kappa)
    x = depth[:N_UNIFORM]
    mass = marker.sum()
    mean = (marker * x).sum() / mass
    variance = (marker * (x - mean) ** 2).sum() / mass
    return dict(life=life, inventory=inventory, integral=integral,
                tail_t=np.array(tail_t), tail_u=np.array(tail_u),
                variance=variance, mass=mass)


def lifetime_formula(q):
    return (np.sqrt(q - 1 / 3 + 1 / np.pi) - 1 / np.sqrt(np.pi)) ** 2


# Round model parameters, cm and s
Q, R, D = 1.0e14, 1.0e-5, 1.0e-9
dC, C_eq, D_A = 1.0e15, 1.0e12, 1.0e-17
q_ex = Q / (dC * R)
unit_t = R**2 / D
kappa_ex = D_A * dC / (C_eq * D)
tau = Q * R / (D * dC)
tau_c = lifetime_formula(q_ex) * unit_t
sigma = np.sqrt(2 * D_A * Q * R / (D * C_eq))

runs = {5.0: simulate(5.0), 30.0: simulate(30.0),
        q_ex: simulate(q_ex, kappa_ex)}
half = simulate(2 * q_ex, kappa_ex / 2)
slow = simulate(30.0, release_rate=0.01)
main = runs[q_ex]

# Lifetime, free inventory at exhaustion, and time integral at the plane
for q, run in runs.items():
    theta = lifetime_formula(q)
    tol = 2e-3 if q > 1000 else 5e-3
    assert abs(run["life"] / theta - 1) < tol
    stored = 0.5 + 2 * np.sqrt(theta / np.pi)
    assert abs(run["inventory"] / stored - 1) < 1e-2
    assert abs(run["integral"][PLANE] / q - 1) < 1e-3

# The time integral has the same depth profile for both release laws
for run in (runs[30.0], slow):
    for x in (0.5, 1.0, 3.0, 10.0):
        value = np.interp(x, depth, run["integral"])
        assert abs(value / (30.0 * min(x, 1.0)) - 1) < 2e-3

# Weak tail after exhaustion
delay = 100.0
tail_sim = np.interp(delay, main["tail_t"], main["tail_u"])
tail_formula = (delay**-0.5 - (delay + main["life"])**-0.5) / np.sqrt(np.pi)
assert abs(tail_sim / tail_formula - 1) < 0.02
t_tenth = np.interp(-0.1, -main["tail_u"], main["tail_t"]) * unit_t

# Marker spread, and its independence of the held excess
sigma_sim = R * np.sqrt(main["variance"])
sigma_half = R * np.sqrt(half["variance"])
assert main["mass"] > 0.999 and half["mass"] > 0.999
assert abs(sigma_sim / sigma - 1) < 0.01
assert abs(sigma_half / sigma - 1) < 0.01
tau_half = half["integral"][PLANE] * unit_t
assert abs(tau_half / (2 * tau) - 1) < 1e-3

nm = 1.0e7
print(f"excess dose Q = {Q:.1e} cm^-2")
print(f"cluster depth R = {R * nm:.0f} nm")
print(f"interstitial diffusivity D = {D:.1e} cm^2/s")
print(f"held excess dC = {dC:.1e} cm^-3")
print(f"equilibrium concentration C* = {C_eq:.1e} cm^-3")
print(f"supersaturation C_s/C* = {(dC + C_eq) / C_eq:.0f}")
print(f"equilibrium dopant diffusivity D_A* = {D_A:.1e} cm^2/s")
print(f"marker depth = {depth[MARKER] * R * nm:.0f} nm")
print(f"dose ratio q = {q_ex:.0f}")
print(f"diffusion time R^2/D = {unit_t:.3f} s")
print(f"surface flux D dC/R = {D * dC / R:.2e} cm^-2 s^-1")
print(f"equivalent duration tau, formula = {tau:.1f} s")
print(f"equivalent duration tau, simulated = "
      f"{main['integral'][PLANE] * unit_t:.1f} s")
print(f"duration tau, formula = {tau / 60:.1f} min")
print(f"cluster lifetime, formula = {tau_c:.1f} s")
print(f"cluster lifetime, simulated = {main['life'] * unit_t:.1f} s")
print(f"diffusion length sqrt(D tau) = {np.sqrt(D * tau) * 1e4:.1f} um")
print(f"free dose at exhaustion, formula = "
      f"{dC * (R / 2 + 2 * np.sqrt(D * tau_c / np.pi)):.3e} cm^-2")
print(f"free dose at exhaustion, simulated = "
      f"{main['inventory'] * dC * R:.3e} cm^-2")
print(f"time after exhaustion for c(R)/dC = 0.1: {t_tenth:.2f} s")
print(f"c(R)/dC at {delay * unit_t:.0f} s after exhaustion: "
      f"formula {tail_formula:.4f}, simulated {tail_sim:.4f}")
print(f"excess marker spread, formula = {sigma * nm:.2f} nm")
print(f"excess marker spread, simulated = {sigma_sim * nm:.2f} nm")
print(f"held excess halved: duration, simulated = {tau_half:.1f} s")
print(f"held excess halved: spread, simulated = {sigma_half * nm:.2f} nm")
print("lifetimes in units of R^2/D (simple estimate equals q):")
for q, run in runs.items():
    print(f"  q = {q:.0f}: formula {lifetime_formula(q):.3f}, "
          f"simulated {run['life']:.3f}")
print("time integral of c/dC in units of R^2/D, q = 30:")
for x in (0.5, 1.0, 3.0):
    held = np.interp(x, depth, runs[30.0]["integral"])
    first = np.interp(x, depth, slow["integral"])
    print(f"  x/R = {x:.1f}: held plane {held:.3f}, "
          f"first-order release {first:.3f}")
print("tests ok")
```

Printed output:

```
excess dose Q = 1.0e+14 cm^-2
cluster depth R = 100 nm
interstitial diffusivity D = 1.0e-09 cm^2/s
held excess dC = 1.0e+15 cm^-3
equilibrium concentration C* = 1.0e+12 cm^-3
supersaturation C_s/C* = 1001
equilibrium dopant diffusivity D_A* = 1.0e-17 cm^2/s
marker depth = 300 nm
dose ratio q = 10000
diffusion time R^2/D = 0.100 s
surface flux D dC/R = 1.00e+11 cm^-2 s^-1
equivalent duration tau, formula = 1000.0 s
equivalent duration tau, simulated = 1000.0 s
duration tau, formula = 16.7 min
cluster lifetime, formula = 988.7 s
cluster lifetime, simulated = 988.8 s
diffusion length sqrt(D tau) = 10.0 um
free dose at exhaustion, formula = 1.127e+12 cm^-2
free dose at exhaustion, simulated = 1.126e+12 cm^-2
time after exhaustion for c(R)/dC = 0.1: 2.86 s
c(R)/dC at 10 s after exhaustion: formula 0.0508, simulated 0.0511
excess marker spread, formula = 44.72 nm
excess marker spread, simulated = 44.72 nm
held excess halved: duration, simulated = 2000.0 s
held excess halved: spread, simulated = 44.72 nm
lifetimes in units of R^2/D (simple estimate equals q):
  q = 5: formula 2.784, simulated 2.784
  q = 30: formula 24.124, simulated 24.127
  q = 10000: formula 9887.465, simulated 9887.519
time integral of c/dC in units of R^2/D, q = 30:
  x/R = 0.5: held plane 15.000, first-order release 15.000
  x/R = 1.0: held plane 30.000, first-order release 30.000
  x/R = 3.0: held plane 29.999, first-order release 29.999
tests ok
```
